# Welton's estimate of the hydrogen 2s–2p splitting from field fluctuations: test program

```python
# Welton estimate of the Lamb shift of hydrogenic ns levels (point nucleus, infinite mass):
#   <dr^2> = (2 alpha/pi) lam^2 L,  lam = hbar/mc,  L = ln(Emax/Emin),  sigma^2 = <dr^2>/3
#   dE = <dr^2>/6 * <laplacian V> = (4/3pi) alpha (Z alpha)^4 m c^2 L / n^3 = 2 sigma^2 Z^4/n^3 (a.u.)
# Emax = m c^2; Emin = k0, ln k0 = sum w ln(D)/sum w, w = |<m|p|n>|^2 D, D = E_m - E_n.
# Atomic units (hartree, bohr) unless a unit is given.
import numpy as np, sympy as sp, mpmath as mp
from math import pi, log, sqrt, exp, expm1, atan, factorial, erf
from scipy import constants as C
from scipy.integrate import quad, solve_ivp
from scipy.optimize import brentq
from scipy.special import erfc, eval_genlaguerre
from scipy.linalg import eigh

mp.mp.dps = 30
al, hb, c, me, qe, eps0, h = C.alpha, C.hbar, C.c, C.m_e, C.e, C.epsilon_0, C.h
a0 = C.physical_constants['Bohr radius'][0]
Eh = C.physical_constants['Hartree energy'][0]
lam = hb/(me*c)
mc2 = me*c*c/Eh
def show(label, val, unit=''): print(f"{label} = {val:.6g} {unit}")
def welton_Hz(Z, n, L): return 4/(3*pi)*al*(Z*al)**4*me*c*c*L/n**3/h
def R(n, l, Z, r):
    x = 2*Z*r/n
    N = sqrt((2*Z/n)**3*factorial(n-l-1)/(2*n*factorial(n+l)))
    return N*np.exp(-x/2)*x**l*eval_genlaguerre(n-l-1, 2*l+1, x)

# ---- jitter: explicit sum over box modes with 8 < |n| <= 80
box = 1e-9
ax = np.arange(-80, 81.0)
n2 = ax[:, None, None]**2 + ax[None, :, None]**2 + ax[None, None, :]**2
w_modes = c*2*pi/box*np.sqrt(n2[(n2 > 64) & (n2 <= 6400)])
lattice = np.sum(2*(qe/(me*w_modes**2))**2*hb*w_modes/(2*eps0*box**3))
ratio_box = lattice/(2*al/pi*lam**2*log(10))
assert abs(ratio_box-1) < 1e-2          # graininess of the lattice at the inner shell
show("box mode sum / log formula", ratio_box)

# ---- Gaussian-smeared Coulomb potential
pts = np.random.default_rng(1).normal(size=(400000, 3))
for r0 in (0.5, 2.0):
    mean = np.mean(1/np.linalg.norm(pts+np.array([0, 0, r0]), axis=1))
    assert abs(mean*r0/erf(r0/sqrt(2))-1) < 1e-2   # statistical error about 1e-3
r, s = sp.symbols('r s', positive=True)
Vs = -sp.erf(r/(sp.sqrt(2)*s))/r
gauss = sp.exp(-r**2/(2*s**2))/(2*sp.pi*s**2)**sp.Rational(3, 2)
assert sp.simplify(sp.diff(r*Vs, r, 2)/r - 4*sp.pi*gauss) == 0

# ---- one mode coupled to a 1D electron in V = -sech^2 x, exact diagonalization
Lx, g = 40.0, 0.02
j = np.arange(-64, 65); p = 2*pi*j/Lx
xg = (np.arange(2048)/2048-0.5)*Lx
Vq = np.array([np.mean(-np.cos(2*pi*m*xg/Lx)/np.cosh(xg)**2) for m in range(129)])
H0 = np.diag(p*p/2) + Vq[np.abs(j[:, None]-j[None, :])]
E0, U0 = eigh(H0)
pm2 = (U0.T @ (p*U0[:, 0]))**2; D1 = E0-E0[0]
sech = lambda x: 1/np.cosh(x)
V2 = quad(lambda x: 0.5*sech(x)**2*(6*sech(x)**4-4*sech(x)**2), -30, 30)[0]
assert abs(E0[0]+0.5) < 1e-8 and abs(np.sum(pm2*D1)-V2/2) < 1e-7
adag = np.diag(np.sqrt([1.0, 2.0]), -1)
mode_ratio = {}
for om in (0.05, 1.0, 100.0):
    H = np.kron(np.eye(3), H0) + np.kron(om*np.diag([0., 1, 2]), np.eye(129)) \
        + g*np.kron(adag+adag.T, np.diag(p))
    rest = eigh(H, eigvals_only=True)[0] - E0[0] + g*g*np.sum(pm2)/om
    assert abs(rest/(g*g*np.sum(pm2*D1/(om*(D1+om))))-1) < 3e-3   # fourth order, ~g^2
    mode_ratio[om] = rest/(0.5*g*g/om**2*V2)
    show(f"1D model, g={g}, omega={om}: exact/Welton", mode_ratio[om])
assert mode_ratio[100.0] > 0.98 and mode_ratio[0.05] < 0.1

# ---- dipole strengths ns -> p states, Z = 1, closed forms
cf = {1: 16.0, 2: 2.0}
def I2_bound(n, nu):
    Q = 1/n**2-1/nu**2
    G = 6/Q**2*np.exp(nu*np.log1p(-2*n/(nu+n)))
    return cf[n]*4*(nu**2-1)/(9*nu**5)*(G/Q)**2
def I2_cont(n, k):
    Q = 1/n**2+k*k
    G = 6/Q**2*exp(-2/k*atan(k*n))
    return cf[n]*4*(1+k*k)/(9*(-expm1(-2*pi/k)))*(G/Q)**2
xs, ws = np.polynomial.legendre.leggauss(200); rr = 35*(xs+1); ws = 35*ws
Fc = np.array([float(mp.coulombf(1, -1, x)) for x in rr])*sqrt(2/pi)   # k = 1
for n in (1, 2):
    Ib = quad(lambda x: R(n, 0, 1, x)*R(3, 1, 1, x)*x**3, 0, 80, limit=200)[0]
    assert abs(Ib**2/I2_bound(n, 3.0)-1) < 1e-7
    assert abs(np.sum(ws*R(n, 0, 1, rr)*rr**2*Fc)**2/I2_cont(n, 1.0)-1) < 1e-6
def spectral(n, f):     # (bound, continuum) parts of sum |<m|r|n>|^2 f(D)
    nu = np.arange(n+1, 100000.0)
    b = np.sum(I2_bound(n, nu)*f(0.5/n**2-0.5/nu**2))
    fun = lambda t: exp(2*t)*I2_cont(n, exp(t))*f(0.5/n**2+0.5*exp(2*t))
    edges = [-12, -3, 0, 3, 6, 12, 25]
    return b, sum(quad(fun, u, v, epsabs=1e-13, epsrel=1e-11)[0] for u, v in zip(edges, edges[1:]))
lnk0, k0 = {}, {}
for n in (1, 2):
    assert abs(sum(spectral(n, lambda D: 2*D/3))-1) < 1e-7     # Thomas-Reiche-Kuhn
    b, cont = spectral(n, lambda D: D**3)
    assert abs((b+cont)/(2*pi*R(n, 0, 1, 0.0)**2/(4*pi))-1) < 1e-7   # <laplacian V>/2
    assert abs((b+cont)*n**3/2-1) < 1e-7
    lnk0[n] = sum(spectral(n, lambda D: D**3*np.log(2*D)))/(b+cont)
    k0[n] = exp(lnk0[n])
    show(f"{n}s sum w", b+cont, "a.u."); show(f"{n}s continuum share of w", cont/(b+cont))
    show(f"{n}s ln(k0/Ry)", lnk0[n]); show(f"{n}s k0", k0[n], "Ry")
L_log = lambda Z, n: log(2*mc2/(Z*Z*k0[n]))
S_full = lambda Z, n: sum(spectral(n, lambda D: D**3*np.log1p(mc2/Z**2/D)))
L_full = lambda Z, n: S_full(Z, n)*n**3/2
assert abs((L_full(1, 2)-L_log(1, 2))/(4*sqrt(2)*al)-1) < 0.15   # next order ~ alpha ln
pol = quad(lambda u: (1-u*u)/2, -1, 1)[0]
bethe_SI = qe**2*hb/(2*eps0*me**2)*4*pi/(2*pi*c)**3*pol/hb**2*S_full(1, 2)*(hb/a0)**2*Eh/h
assert abs(bethe_SI/welton_Hz(1, 2, L_full(1, 2))-1) < 1e-7

# ---- level shifts in the smeared potential at the hydrogen 2s value of sigma
L2 = L_log(1, 2)
dr2 = 2*al/pi*lam**2*L2
sig = sqrt(dr2/3)/a0
assert abs(2*sig**2/8*Eh/h/welton_Hz(1, 2, L2)-1) < 1e-7
def first_order(Z, n, l):
    return quad(lambda x: R(n, l, Z, x)**2*Z*erfc(x/(sqrt(2)*sig))*x, 0, 12*sig, epsabs=0)[0]
for Z in (1, 2, 14):
    for n in (1, 2, 3, 4):
        assert -3*Z*sig < first_order(Z, n, 0)/(2*sig**2*Z**4/n**3)-1 < 0
Rb = sqrt(5)*sig
ball = quad(lambda x: R(2, 0, 1, x)**2*(x-x*x*(3*Rb**2-x*x)/(2*Rb**3)), 0, Rb, epsabs=0)[0]
assert abs(ball/(sig**2/4)-1) < 3*sig
p_over_s = first_order(1, 2, 1)/first_order(1, 2, 0)
assert abs(p_over_s/(sig**2/8)-1) < 4*sig
def shoot(n):           # exact s level for Z = 1, effective quantum number nu = n + d
    def mismatch(d):
        nu = n+mp.mpf(d); E = float(-1/(2*nu**2))
        pot = lambda x: -erf(x/sqrt(2))/(sig*x) if x > 1e-8 else -sqrt(2/pi)/sig
        y = solve_ivp(lambda x, y: [y[1], 2*sig**2*(pot(x)-E)*y[0]], [0, 10], [0.0, 1.0],
                      method='DOP853', rtol=1e-12, atol=1e-14).y[:, -1]
        z, a = 20*sig/nu, 1-nu
        out = (1/z-0.5-a*mp.hyperu(a+1, 3, z)/mp.hyperu(a, 2, z))*2*sig/nu
        return float(y[1]/y[0]-out)
    d = brentq(mismatch, 1e-9, 1e-4, xtol=1e-15)
    return d*(2*n+d)/(2*n*n*(n+d)**2)
exact = {n: shoot(n) for n in (1, 2)}
for n in (1, 2):
    assert -4*sig < exact[n]/(2*sig**2/n**3)-1 < 0

# ---- worked example
show("alpha", al); show("hbar/mc", lam*1e15, "fm"); show("a0", a0*1e15, "fm")
show("m c^2", 2*mc2, "Ry"); show("|psi_2s(0)|^2", R(2, 0, 1, 0.0)**2/(4*pi), "a0^-3")
show("H 2s prefactor alpha^5 mc^2/(6 pi h)", welton_Hz(1, 2, 1.0)/1e6, "MHz")
for name, Emin in (("alpha mc^2", 2*al*mc2), ("k0", k0[2]), ("hartree", 2.0), ("rydberg", 1.0)):
    L = log(2*mc2/Emin); f = welton_Hz(1, 2, L)
    assert 0.6e9 < f < 1.5e9
    print(f"H 2s, Emin = {name} = {Emin:.5g} Ry: L = {L:.4f}, shift = {f/1e6:.1f} MHz")
assert 0.95e9 < welton_Hz(1, 2, L2) < 1.15e9
show("change for factor 2 in a cutoff", welton_Hz(1, 2, log(2))/1e6, "MHz")
show("<dr^2>", dr2*1e30, "fm^2"); show("rms jitter", sqrt(dr2)*1e15, "fm")
show("sigma", sig, "a0")
show("H 2s shift (k0)", welton_Hz(1, 2, L2)*h/qe*1e6, "micro-eV")
show("H 2s, Gaussian first order", first_order(1, 2, 0)*Eh/h/1e6, "MHz")
show("H 2s, uniform ball first order", ball*Eh/h/1e6, "MHz")
show("H 2s, Gaussian exact shooting", exact[2]*Eh/h/1e6, "MHz")
show("2p/2s smearing ratio", p_over_s)
show("H 2s L_full", L_full(1, 2)); show("4 sqrt2 alpha", 4*sqrt(2)*al)
show("H 2s shift with L_full", bethe_SI/1e6, "MHz")
f1, f2 = welton_Hz(1, 1, L_log(1, 1)), welton_Hz(1, 2, L2)
assert abs(f1/f2/8-1) < 0.03
show("H 1s L", L_log(1, 1)); show("H 1s shift", f1/1e6, "MHz"); show("1s/2s ratio", f1/f2)
Z = 14; LS, LSf = L_log(Z, 2), L_full(Z, 2); fS = welton_Hz(Z, 2, LS)
assert fS/f2 < 0.5*Z**4 and welton_Hz(Z, 2, LSf)/bethe_SI < 0.5*Z**4
show("Si13+ Z alpha", Z*al); show("Si13+ 2s k0", Z*Z*k0[2], "Ry")
show("Si13+ 2s L", LS); show("Si13+ 2s L_full", LSf)
show("Si13+ 2s shift", fS/1e12, "THz"); show("Si13+ 2s shift", fS*h/qe*1e3, "meV")
show("Si13+ 2s shift with L_full", welton_Hz(Z, 2, LSf)/1e12, "THz")
show("Si13+/H ratio", fS/f2); show("Z^4", Z**4)
show("local exponent 4-2/L, H", 4-2/L2); show("local exponent 4-2/L, Si13+", 4-2/LS)
print("verified")
```

It prints:

```
box mode sum / log formula = 1.00232 
1D model, g=0.02, omega=0.05: exact/Welton = 0.0581488 
1D model, g=0.02, omega=1.0: exact/Welton = 0.522321 
1D model, g=0.02, omega=100.0: exact/Welton = 0.988353 
1s sum w = 2 a.u.
1s continuum share of w = 0.932342 
1s ln(k0/Ry) = 2.98413 
1s k0 = 19.7693 Ry
2s sum w = 0.25 a.u.
2s continuum share of w = 0.973566 
2s ln(k0/Ry) = 2.81177 
2s k0 = 16.6393 Ry
alpha = 0.00729735 
hbar/mc = 386.159 fm
a0 = 52917.7 fm
m c^2 = 37557.7 Ry
|psi_2s(0)|^2 = 0.0397887 a0^-3
H 2s prefactor alpha^5 mc^2/(6 pi h) = 135.644 MHz
H 2s, Emin = alpha mc^2 = 274.07 Ry: L = 4.9202, shift = 667.4 MHz
H 2s, Emin = k0 = 16.639 Ry: L = 7.7219, shift = 1047.4 MHz
H 2s, Emin = hartree = 2 Ry: L = 9.8405, shift = 1334.8 MHz
H 2s, Emin = rydberg = 1 Ry: L = 10.5336, shift = 1428.8 MHz
change for factor 2 in a cutoff = 94.0211 MHz
<dr^2> = 5349.34 fm^2
rms jitter = 73.1392 fm
sigma = 0.000797974 a0
H 2s shift (k0) = 4.33179 micro-eV
H 2s, Gaussian first order = 1045.65 MHz
H 2s, uniform ball first order = 1045.87 MHz
H 2s, Gaussian exact shooting = 1044.9 MHz
2p/2s smearing ratio = 7.96223e-08 
H 2s L_full = 7.76209 
4 sqrt2 alpha = 0.0412801 
H 2s shift with L_full = 1052.88 MHz
H 1s L = 7.54951 
H 1s shift = 8192.35 MHz
1s/2s ratio = 7.82143 
Si13+ Z alpha = 0.102163 
Si13+ 2s k0 = 3261.31 Ry
Si13+ 2s L = 2.44375 
Si13+ 2s L_full = 2.92011 
Si13+ 2s shift = 12.7341 THz
Si13+ 2s shift = 52.6641 meV
Si13+ 2s shift with L_full = 15.2164 THz
Si13+/H ratio = 12157.6 
Z^4 = 38416 
local exponent 4-2/L, H = 3.741 
local exponent 4-2/L, Si13+ = 3.18159 
verified
```
